# Transmission statistics of a mirror-symmetric chaotic cavity: a numerical check

```python
"""
Result under test: a time-reversal-invariant chaotic cavity whose mirror
symmetry exchanges two N-channel leads has
    mean T = N/2   and   var T = N / (4 (N + 1)),
where T = trace(t t^dagger) is the total transmission and t the transmission
block of the scattering matrix S. R is the total reflection for one lead.
The even and odd sectors have independent symmetric unitary matrices
S_even = r + t and S_odd = r - t from the circular orthogonal ensemble (COE).
The example is a flat microwave cavity with rough laboratory parameters.
"""
import numpy as np
from scipy.constants import c, e, h

rng = np.random.default_rng(2718)


def mean_formula(n):
    return n / 2


def variance_formula(n):
    return n / (4 * (n + 1))


def sample_coe(size, samples):
    """Symmetric unitary matrices U^T U with U Haar distributed."""
    shape = (samples, size, size)
    z = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    q, r = np.linalg.qr(z)
    diagonal = np.diagonal(r, axis1=1, axis2=2)
    u = q * (diagonal / np.abs(diagonal))[:, None, :]
    return np.swapaxes(u, 1, 2) @ u


def total(block):
    return np.sum(np.abs(block) ** 2, axis=(1, 2))


def standard_error(values):
    return values.std(ddof=1) / np.sqrt(len(values))


# Deterministic average for N = 2 over eigenphases and eigenvectors.
# The COE eigenphase density is proportional to |exp(ia) - exp(ib)|.
nodes, weights = np.polynomial.legendre.leggauss(20)
points, point_weights = [], []
for phase in np.arange(4) * np.pi / 2:
    for node, weight in zip(nodes, weights):
        difference = np.pi * (node + 1)
        for angle in np.arange(6) * np.pi / 6:
            rotation = np.array([[np.cos(angle), -np.sin(angle)],
                                 [np.sin(angle), np.cos(angle)]])
            eigenvalues = np.exp(1j * (phase + np.array([0.5, -0.5])
                                       * difference))
            points.append(((rotation * eigenvalues) @ rotation.T).ravel())
            point_weights.append(weight * np.sin(difference / 2))
points = np.array(points)
point_weights = np.array(point_weights) / np.sum(point_weights)
pair_t = np.sum(np.abs(points[:, None] - points[None]) ** 2, axis=2) / 4
quad_mean = point_weights @ pair_t @ point_weights
quad_var = point_weights @ (pair_t - quad_mean) ** 2 @ point_weights
assert abs(quad_mean - mean_formula(2)) < 1e-10
assert abs(quad_var - variance_formula(2)) < 1e-10
print(f"N=2 quadrature: mean T = {quad_mean:.6f}, var T = {quad_var:.6f}")

# Sampled parity sectors for other channel numbers.
samples = 30000
for n in (1, 3, 6):
    even, odd = sample_coe(n, samples), sample_coe(n, samples)
    t_block, r_block = (even - odd) / 2, (even + odd) / 2
    transmission = total(t_block)
    mean_t, var_t = transmission.mean(), transmission.var(ddof=1)
    assert abs(mean_t - mean_formula(n)) < 5 * standard_error(transmission)
    # Four percent is about five sampling errors of the variance.
    assert abs(var_t / variance_formula(n) - 1) < 0.04
    print(f"N={n} sampled: mean T = {mean_t:.3f}, var T = {var_t:.4f}")
    print(f"N={n} formula: mean T = {mean_formula(n):.3f}, "
          f"var T = {variance_formula(n):.4f}")
    if n == 3:
        moment = np.einsum("aij,akl->ijkl", even, even.conj(),
                           optimize=True) / samples
        delta = np.eye(n)
        expected = (np.einsum("ik,jl->ijkl", delta, delta)
                    + np.einsum("il,jk->ijkl", delta, delta)) / (n + 1)
        assert np.max(np.abs(moment - expected)) < 0.012
        channel_formula = (1 + delta) / (2 * (n + 1))
        t_prob = np.mean(np.abs(t_block) ** 2, axis=0)
        r_prob = np.mean(np.abs(r_block) ** 2, axis=0)
        assert np.max(np.abs(t_prob - channel_formula)) < 0.008
        assert np.max(np.abs(r_prob - channel_formula)) < 0.008
        print(f"N=3 mean |t_11|^2, |t_12|^2 = "
              f"{t_prob[0, 0]:.3f}, {t_prob[0, 1]:.3f}")
        print(f"N=3 mean |r_11|^2, |r_12|^2 = "
              f"{r_prob[0, 0]:.3f}, {r_prob[0, 1]:.3f}")

# Contrast: no mirror, one COE matrix for all 2N channels.
channels = 2
plain = total(sample_coe(2 * channels, samples)[:, channels:, :channels])
plain_formula = channels ** 2 / (2 * channels + 1)
assert abs(plain.mean() - plain_formula) < 5 * standard_error(plain)
print(f"N=2 no mirror, sampled: mean T = {plain.mean():.3f}, "
      f"var T = {plain.var(ddof=1):.4f}")
print(f"N=2 no mirror, formula: mean T = {plain_formula:.3f}")

# Example geometry and mode density.
frequency = 15e9
length, breadth = 0.20, 0.10
area, perimeter = length * breadth, 2 * (length + breadth)
plate_gap, guide_width, quality = 0.008, 0.025, 5000
wavelength = c / frequency
wave_number = 2 * np.pi / wavelength
assert int(2 * guide_width / wavelength) == channels
assert plate_gap < wavelength / 2

# Count rectangle modes directly to test the smooth mode-number law.
index = np.arange(1, 60)
mode_k = np.pi * np.hypot(index[:, None] / length, index[None] / breadth)
mode_f = np.sort((c * mode_k / (2 * np.pi)).ravel())
scan = np.linspace(10e9, 20e9, 4001)
scan_k = 2 * np.pi * scan / c
smooth = (area * scan_k ** 2 - perimeter * scan_k) / (4 * np.pi)
assert abs(np.mean(np.searchsorted(mode_f, scan) - smooth)) < 1.5
density = 2 * np.pi * area * frequency / c ** 2 - perimeter / (2 * c)
spacing = 1 / density
escape_rate = 2 * channels * spacing
dwell = 1 / escape_rate
absorption_ratio = 2 * np.pi * frequency / quality / escape_rate


def symmetric_gaussian(batch, size, variance):
    """Real symmetric matrices with the given off-diagonal variance."""
    x = rng.normal(size=(batch, size, size)) * np.sqrt(variance / 2)
    return x + np.swapaxes(x, 1, 2)


def hamiltonian_scattering(mirror, loss_ratio, count, half=40, batch=500):
    """S at band centre of a 2*half-site cavity with ideal contacts.

    loss_ratio is the absorption rate divided by the escape rate.
    """
    size = 2 * half
    open_sites = np.r_[0:channels, half:half + channels]
    contact = np.zeros(size)
    contact[open_sites] = 1
    imaginary_energy = loss_ratio * channels / (4 * half)
    diagonal = np.diag(1j * (contact + imaginary_energy))
    source = np.eye(size)[:, open_sites][None].astype(complex)
    result = []
    for _ in range(count // batch):
        if mirror:
            a = symmetric_gaussian(batch, half, 1 / size)
            b = symmetric_gaussian(batch, half, 1 / size)
            top = np.concatenate((a, b), axis=2)
            bottom = np.concatenate((b, a), axis=2)
            hamiltonian = np.concatenate((top, bottom), axis=1)
        else:
            hamiltonian = symmetric_gaussian(batch, size, 1 / size)
        green = np.linalg.solve(diagonal - hamiltonian, source)
        result.append(np.eye(2 * channels) - 2j * green[:, open_sites, :])
    return np.concatenate(result)


count = 6000
s = hamiltonian_scattering(True, 0, count)
left, right = slice(0, channels), slice(channels, None)
assert np.allclose(s @ np.swapaxes(s.conj(), 1, 2),
                   np.eye(2 * channels), atol=1e-8)
assert np.allclose(s, np.swapaxes(s, 1, 2), atol=1e-8)
assert np.allclose(s[:, left, left], s[:, right, right], atol=1e-8)
assert np.allclose(s[:, right, left], s[:, left, right], atol=1e-8)
ideal = total(s[:, right, left])
assert abs(ideal.mean() - mean_formula(channels)) < 5 * standard_error(ideal)
# Finite Hamiltonian size and sampling each allow a few percent here.
assert abs(ideal.var(ddof=1) / variance_formula(channels) - 1) < 0.10
print(f"N=2 mirror Hamiltonian: mean T = {ideal.mean():.3f}, "
      f"var T = {ideal.var(ddof=1):.4f}")

print(f"Frequency = {frequency / 1e9:.1f} GHz")
print(f"Wavelength = {wavelength * 100:.3f} cm")
print(f"Area = {area * 1e4:.0f} cm^2, perimeter = {perimeter * 100:.0f} cm")
print(f"Plate spacing = {plate_gap * 100:.1f} cm, "
      f"guide width = {guide_width * 100:.1f} cm")
print(f"Guide cutoffs 2 and 3 = {c / guide_width / 1e9:.2f}, "
      f"{1.5 * c / guide_width / 1e9:.2f} GHz")
print(f"Second vertical mode opens at {c / (2 * plate_gap) / 1e9:.2f} GHz")
print(f"Open channels per guide N = {channels}")
print(f"Ideal mean T = {mean_formula(channels):.3f}")
print(f"Ideal var T = {variance_formula(channels):.4f}")
print(f"Ideal rms fluctuation of T = "
      f"{np.sqrt(variance_formula(channels)):.4f}")
quantum = 2 * e ** 2 / h * 1e6
print(f"Conductance unit 2e^2/h = {quantum:.3f} microsiemens")
print(f"Electronic mean G, N=2 = "
      f"{quantum * mean_formula(channels):.2f} microsiemens")
print(f"Electronic rms G, N=2 = "
      f"{quantum * np.sqrt(variance_formula(channels)):.2f} microsiemens")

# Uniform absorption, with and without mirror symmetry.
print(f"Mean mode spacing = {spacing / 1e6:.2f} MHz")
print(f"Dwell time = {dwell * 1e9:.2f} ns")
print(f"Quality factor = {quality}")
print(f"Absorption rate / escape rate = {absorption_ratio:.3f}")
for mirror, name in ((True, "mirror"), (False, "no mirror")):
    lossy = hamiltonian_scattering(mirror, absorption_ratio, count)
    transmitted = total(lossy[:, right, left])
    reflected = total(lossy[:, left, left])
    imbalance = transmitted - reflected
    if mirror:
        assert abs(imbalance.mean()) < 5 * standard_error(imbalance)
        assert transmitted.mean() < ideal.mean()
    else:
        assert imbalance.mean() < -10 * standard_error(imbalance)
    share = transmitted.mean() / (transmitted.mean() + reflected.mean())
    print(f"Lossy, {name}: mean T = {transmitted.mean():.3f}, "
          f"mean R = {reflected.mean():.3f}")
    print(f"Lossy, {name}: var T = {transmitted.var(ddof=1):.4f}, "
          f"T/(T+R) of means = {share:.3f}")

# Ray geometry: mean chord and mean squared cosine at a wall.
rays = 400000
along_length = rng.random(rays) < length / (length + breadth)
side = np.where(along_length, length, breadth)
depth = np.where(along_length, breadth, length)
position = rng.random(rays) * side
sine = rng.uniform(-1, 1, rays)
cosine = np.sqrt(1 - sine ** 2)
room = np.where(sine > 0, side - position, position)
chords = np.minimum(depth / cosine, room / np.abs(sine))
mean_chord = np.pi * area / perimeter
assert abs(chords.mean() / mean_chord - 1) < 0.01
assert abs(np.mean(cosine ** 2) - 2 / 3) < 0.005
bounces = c * dwell / mean_chord
mismatch = 1e-4
phase_variance = 8 / 3 * (wave_number * mismatch) ** 2 * bounces
unit_mismatch = 1 / (wave_number * np.sqrt(8 / 3 * bounces))
electron_wavelength = 45e-9
electron_mismatch = unit_mismatch * electron_wavelength / wavelength
print(f"Mean chord = {mean_chord * 100:.2f} cm")
print(f"Wall bounces per dwell time = {bounces:.1f}")
print(f"Rms wall mismatch = {mismatch * 1000:.2f} mm")
print(f"Mirror phase variance = {phase_variance:.4f} rad^2")
print(f"Mismatch for 1 rad^2, microwaves = {unit_mismatch * 1000:.3f} mm")
print(f"Electron wavelength = {electron_wavelength * 1e9:.0f} nm")
print(f"Mismatch for 1 rad^2, electrons = {electron_mismatch * 1e9:.2f} nm")

# Direct line of sight between facing guides.
start = rng.random(rays) * guide_width
sine = rng.uniform(-1, 1, rays)
arrival = start + length * sine / np.sqrt(1 - sine ** 2)
direct_sampled = np.mean((arrival > 0) & (arrival < guide_width))
direct = (np.hypot(length, guide_width) - length) / guide_width
assert abs(direct_sampled - direct) < 0.002
print(f"Direct fraction if guides face each other = {direct:.4f}")

print("verified")
```

Output:

```
N=2 quadrature: mean T = 1.000000, var T = 0.166667
N=1 sampled: mean T = 0.500, var T = 0.1249
N=1 formula: mean T = 0.500, var T = 0.1250
N=3 sampled: mean T = 1.497, var T = 0.1888
N=3 formula: mean T = 1.500, var T = 0.1875
N=3 mean |t_11|^2, |t_12|^2 = 0.249, 0.125
N=3 mean |r_11|^2, |r_12|^2 = 0.252, 0.125
N=6 sampled: mean T = 3.003, var T = 0.2133
N=6 formula: mean T = 3.000, var T = 0.2143
N=2 no mirror, sampled: mean T = 0.802, var T = 0.1036
N=2 no mirror, formula: mean T = 0.800
N=2 mirror Hamiltonian: mean T = 1.008, var T = 0.1697
Frequency = 15.0 GHz
Wavelength = 1.999 cm
Area = 200 cm^2, perimeter = 60 cm
Plate spacing = 0.8 cm, guide width = 2.5 cm
Guide cutoffs 2 and 3 = 11.99, 17.99 GHz
Second vertical mode opens at 18.74 GHz
Open channels per guide N = 2
Ideal mean T = 1.000
Ideal var T = 0.1667
Ideal rms fluctuation of T = 0.4082
Conductance unit 2e^2/h = 77.481 microsiemens
Electronic mean G, N=2 = 77.48 microsiemens
Electronic rms G, N=2 = 31.63 microsiemens
Mean mode spacing = 50.07 MHz
Dwell time = 4.99 ns
Quality factor = 5000
Absorption rate / escape rate = 0.094
Lossy, mirror: mean T = 0.917, mean R = 0.926
Lossy, mirror: var T = 0.1428, T/(T+R) of means = 0.498
Lossy, no mirror: mean T = 0.736, mean R = 1.100
Lossy, no mirror: var T = 0.0890, T/(T+R) of means = 0.401
Mean chord = 10.47 cm
Wall bounces per dwell time = 14.3
Rms wall mismatch = 0.10 mm
Mirror phase variance = 0.0377 rad^2
Mismatch for 1 rad^2, microwaves = 0.515 mm
Electron wavelength = 45 nm
Mismatch for 1 rad^2, electrons = 1.16 nm
Direct fraction if guides face each other = 0.0623
verified
```
